\section*{Förster energy transfer to a line, sheet or half-space of acceptors, part 1}

(Sections cited here and not found follow in the later parts.)

Suppose that an excited molecule hands its energy to one acceptor at distance $r$ with the rate $C/r^6$, whatever the direction, and that identical acceptors cover a plane at distance $d$ with $N_2$ acceptors per unit area. A ring of radius $\rho$ and width $d\rho$ around the foot of the perpendicular holds $2\pi\rho\,N_2\,d\rho$ acceptors, all at $r^2=d^2+\rho^2$. If the rates add, the substitution $v=\rho^2+d^2$, $dv=2\rho\,d\rho$, gives
\begin{equation}
k=N_2C\int_0^\infty\frac{2\pi\rho\,d\rho}{(d^2+\rho^2)^3}
=\pi N_2C\int_{d^2}^\infty\frac{dv}{v^3}=\frac{\pi N_2C}{2d^4}.
\label{simple}
\end{equation}
The exponent has dropped from 6 to 4 because a patch of area about $d^2$ contributes, each of its acceptors with a rate about $C/d^6$. Since $d$ is the only length in the integral, a set of dimension $D$ gives $d^{D-6}$: $d^{-5}$ for a line, $d^{-4}$ for a sheet, $d^{-3}$ for a half-space. The counting does not give $C$, it ignores the direction of the donor dipole, and it does not say whether rates may be added in a dense medium. These three points need the physics of the pair rate.

SI units are used throughout. The donor and the acceptors are point transition dipoles in a transparent, non-magnetic host of real permittivity $\varepsilon_1=n^2$, constant over the optical band of interest. Oscillating quantities are written $\mathrm{Re}[X e^{-i\omega t}]$. The symbol $k_1=n\omega/c$ is the wave number in the host; every other $k$ is a rate. A real molecule sits in a cavity of the host, which rescales by a local-field factor both the dipole seen from outside and the field felt inside. The dipoles $\mu_D$ and $\mu_A$ are the effective ones, with this factor included, and since they will be eliminated in favour of a measured lifetime and a measured cross-section, the factor never has to be known.

The field of a dipole $\mathbf p$ oscillating at the origin follows from Maxwell's equations with the source polarization $\mathbf P=\mathbf p\,\delta(\mathbf r)$, which combine to $\nabla\times\nabla\times\mathbf E-k_1^2\mathbf E=\mu_0\omega^2\mathbf P$ with $k_1^2=\mu_0\varepsilon_0\varepsilon_1\omega^2$. The divergence of this equation gives $\nabla\cdot\mathbf E=-\nabla\cdot\mathbf P/(\varepsilon_0\varepsilon_1)$, and the identity $\nabla\times\nabla\times=\nabla\nabla\cdot-\nabla^2$ turns it into $(\nabla^2+k_1^2)\mathbf E=-(k_1^2+\nabla\nabla\cdot)\mathbf P/(\varepsilon_0\varepsilon_1)$. The outgoing solution of $(\nabla^2+k_1^2)g=-\delta$ is $g=e^{ik_1r}/4\pi r$, so
\begin{equation}
\mathbf E=\frac{1}{\varepsilon_0\varepsilon_1}\left(k_1^2+\nabla\nabla\cdot\right)\mathbf p\,g(r).
\label{field}
\end{equation}
For $k_1r\ll1$ one may put $g\to1/4\pi r$ and drop $k_1^2$. With $\partial_i\partial_j r^{-1}=(3\hat r_i\hat r_j-\delta_{ij})/r^3$ this leaves the electrostatic field
\begin{equation}
\mathbf E_{\rm dip}=\frac{3\hat{\mathbf r}(\hat{\mathbf r}\cdot\mathbf p)-\mathbf p}{4\pi\varepsilon_0\varepsilon_1r^3},
\qquad
\phi_0=\frac{\mathbf p\cdot\mathbf r}{4\pi\varepsilon_0\varepsilon_1r^3}.
\label{static}
\end{equation}
The permittivity is the optical one, $n^2$, because the transition dipole oscillates at the optical frequency. The energy $-\mathbf p_A\cdot\mathbf E_{\rm dip}$ of a second dipole, taken between the state with the donor excited and the state with the acceptor excited, is the electronic coupling
\begin{equation}
V=\frac{\kappa\,\mu_D\mu_A}{4\pi\varepsilon_0n^2r^3},
\qquad
\kappa=\mathbf m\cdot\mathbf m_A-3(\mathbf m\cdot\hat{\mathbf r})(\mathbf m_A\cdot\hat{\mathbf r}),
\label{V}
\end{equation}
where $\mathbf m$ and $\mathbf m_A$ are real unit vectors along the two transition dipoles.

Each partner carries vibrational or lattice levels, thermally populated and relaxing faster than the transfer. In the Condon approximation the matrix element is $V$ times two overlaps of nuclear states. Let the donor go from level $v$ (population $P_v$) to $v'$, releasing $\hbar\omega_{vv'}$, and the acceptor from $w$ to $w'$, taking up $\hbar\omega_{w'w}$. The golden rule gives
\begin{equation}
k=\frac{2\pi}{\hbar}V^2\sum P_vP_w|\langle v'|v\rangle|^2|\langle w'|w\rangle|^2\,
\delta(\hbar\omega_{vv'}-\hbar\omega_{w'w}).
\end{equation}
The delta function equals $\hbar^{-1}\int d\omega\,\delta(\omega-\omega_{vv'})\,\delta(\omega-\omega_{w'w})$, which separates the two sums:
\begin{equation}
k=\frac{2\pi}{\hbar^2}V^2\int g_D(\omega)\,g_A(\omega)\,d\omega,
\qquad
g_D=\sum_{vv'}P_v|\langle v'|v\rangle|^2\delta(\omega-\omega_{vv'}),
\label{golden}
\end{equation}
and likewise for $g_A$. Both line shapes have unit area in $\omega$, by completeness of the final nuclear states and $\sum P=1$.

To connect $g_D$ and $g_A$ with spectra, and later to connect the rate with the image field, one result of linear response is needed. Let a system start in the state $|0\rangle$ and feel $H'=-F(t)\hat O$, with $F=\mathrm{Re}[F_0e^{-i\omega t}]e^{\eta t}$ and $\eta\to0^+$. First-order perturbation theory gives for the amplitude of a state $|j\rangle$ at frequency $\omega_j$ above $|0\rangle$
\begin{equation}
c_j=\frac{i}{\hbar}O_{j0}\int_{-\infty}^tF(t')e^{i\omega_jt'}dt'
=\frac{O_{j0}}{2\hbar}\left[\frac{F_0e^{i(\omega_j-\omega)t}}{\omega_j-\omega-i\eta}
+\frac{F_0^*e^{i(\omega_j+\omega)t}}{\omega_j+\omega-i\eta}\right].
\end{equation}
The induced mean value is $2\,\mathrm{Re}\sum_jO_{0j}c_je^{-i\omega_jt}$. Inside the real part the second term may be replaced by its complex conjugate, so the response is $\mathrm{Re}[\chi F_0e^{-i\omega t}]$ with
\begin{equation}
\chi(\omega)=\frac1\hbar\sum_j|O_{j0}|^2\left[\frac1{\omega_j-\omega-i\eta}+\frac1{\omega_j+\omega+i\eta}\right],
\qquad
\mathrm{Im}\,\chi=\frac\pi\hbar\sum_j|O_{j0}|^2\delta(\omega-\omega_j).
\label{chi}
\end{equation}
The second form holds for $\omega>0$ and uses $\mathrm{Im}\,(x-i\eta)^{-1}\to\pi\delta(x)$. At optical frequencies $\hbar\omega\gg k_BT$, so no downward transition at $\omega$ is thermally available and a thermal start only adds the average over $P$.

Apply \eqref{chi} first to the whole environment of the donor (field, host and acceptors), coupled to it through $-\hat{\boldsymbol\mu}\cdot\hat{\mathbf E}$. A classical dipole $p\,\mathbf m$ drives the operator $\hat E_m=\mathbf m\cdot\hat{\mathbf E}$ at its own position, and the response $G$, defined by $E_m=Gp$, has $\mathrm{Im}\,G=(\pi/\hbar)\sum_j|\langle j|\hat E_m|0\rangle|^2\delta(\omega-\omega_j)$. In a linear environment the mean field obeys the classical Maxwell equations, so $G$ is a classical Green function; its divergent self-field part is real and only shifts the level. The golden rule for a donor line at $\omega$ is $(2\pi/\hbar^2)\mu_D^2\sum_j|\langle j|\hat E_m|0\rangle|^2\delta(\omega-\omega_j)$, which contains the same sum. Weighting the lines with $g_D$,
\begin{equation}
k=\frac{2\mu_D^2}{\hbar}\int g_D(\omega)\,\mathrm{Im}\,G(\omega)\,d\omega .
\label{response}
\end{equation}
In the bare host $G$ comes from \eqref{field}. The imaginary part of $g$ is regular, $\sin(k_1r)/4\pi r=(k_1/4\pi)(1-k_1^2r^2/6+\dots)$, and $\partial_i\partial_jr^2=2\delta_{ij}$, so at the origin
\begin{equation}
\mathrm{Im}\,G_0=\frac{1}{\varepsilon_0\varepsilon_1}\left(\frac{k_1^3}{4\pi}-\frac{k_1^3}{12\pi}\right)=\frac{k_1^3}{6\pi\varepsilon_0\varepsilon_1}.
\label{G0}
\end{equation}
With $k_1^3/\varepsilon_1=n\omega^3/c^3$, equation \eqref{response} gives the radiative rate, resolved in frequency. If the isolated donor has lifetime $\tau$ and quantum yield $\Phi$, then $k_{\rm rad}=\Phi/\tau$, and if $f_D$ is its photon emission spectrum with unit area in $\omega$,
\begin{equation}
\frac\Phi\tau f_D(\omega)=\frac{n\omega^3\mu_D^2}{3\pi\varepsilon_0\hbar c^3}\,g_D(\omega).
\label{emission}
\end{equation}

Apply \eqref{chi} next to an acceptor in a field along a unit vector $\mathbf e$, with $\hat O=\hat{\boldsymbol\mu}\cdot\mathbf e$ and squared matrix elements $\mu_A^2(\mathbf m_A\cdot\mathbf e)^2|\langle w'|w\rangle|^2$. The acceptors are taken to be isotropically oriented. The tensor $\langle m_{A,i}m_{A,j}\rangle$ is then proportional to $\delta_{ij}$ and has trace 1, so it equals $\delta_{ij}/3$, and the mean polarizability is a scalar:
\begin{equation}
\alpha(\omega)=\frac{\mu_A^2}{3\hbar}\int g_A(\omega')\left[\frac1{\omega'-\omega-i\eta}+\frac1{\omega'+\omega+i\eta}\right]d\omega',
\qquad
\mathrm{Im}\,\alpha=\frac{\pi\mu_A^2g_A}{3\hbar}.
\label{alpha}
\end{equation}
With $N_3$ independent acceptors per unit volume the extra polarization is $N_3\alpha\mathbf E$, so
\begin{equation}
\varepsilon_2=\varepsilon_1+\delta\varepsilon,\qquad \delta\varepsilon=N_3\alpha/\varepsilon_0 .
\label{eps2}
\end{equation}
A plane wave $\exp(i\sqrt{\varepsilon_2}\,\omega z/c)$ loses intensity with the coefficient $2(\omega/c)\,\mathrm{Im}\sqrt{\varepsilon_2}$. For small $N_3$, $\sqrt{\varepsilon_2}\approx n+\delta\varepsilon/2n$, and setting the coefficient equal to $N_3\sigma_A$ defines the absorption cross-section,
\begin{equation}
\sigma_A(\omega)=\frac{\omega\,\mathrm{Im}\,\alpha}{\varepsilon_0nc}=\frac{\pi\omega\mu_A^2g_A}{3\varepsilon_0\hbar nc},
\qquad
\varepsilon_2''=\frac{ncN_3\sigma_A}{\omega}.
\label{sigma}
\end{equation}

From \eqref{emission}, $\mu_D^2g_D=3\pi\varepsilon_0\hbar c^3\Phi f_D/(\tau n\omega^3)$, and from \eqref{sigma}, $\mu_A^2g_A=3\varepsilon_0\hbar nc\,\sigma_A/(\pi\omega)$. Their product is $9\varepsilon_0^2\hbar^2c^4\Phi f_D\sigma_A/(\tau\omega^4)$. Inserting it with \eqref{V} into \eqref{golden},
\begin{equation}
k=\frac{2\pi}{\hbar^2}\frac{\kappa^2}{16\pi^2\varepsilon_0^2n^4r^6}\,
\frac{9\varepsilon_0^2\hbar^2c^4\Phi}{\tau}J
=\frac{9\kappa^2c^4\Phi J}{8\pi n^4\tau r^6},
\qquad
J=\int\frac{f_D\sigma_A}{\omega^4}d\omega .
\end{equation}
The F\"orster radius is defined here with the conventional value $\kappa^2=2/3$,
\begin{equation}
R_0^6=\frac{3\Phi c^4J}{4\pi n^4},
\qquad
k\tau=\frac32\kappa^2\left(\frac{R_0}{r}\right)^6 .
\label{R0}
\end{equation}
Only $\Phi/\tau$ enters $k$, so non-radiative decay of the donor changes $R_0$ but not the transfer rate.

The donor direction $\mathbf m$ is kept fixed and the acceptor direction is averaged. Write $\kappa=\mathbf u\cdot\mathbf m_A$ with $\mathbf u=\mathbf m-3\hat{\mathbf r}\cos\theta$, where $\cos\theta=\mathbf m\cdot\hat{\mathbf r}$. Then $\langle\kappa^2\rangle=|\mathbf u|^2/3$ and $|\mathbf u|^2=1-6\cos^2\theta+9\cos^2\theta$, so
\begin{equation}
k\tau=\left(\frac{R_0}{r}\right)^6\frac{1+3\cos^2\theta}{2}.
\label{pair}
\end{equation}
A further average over $\mathbf m$ gives $\cos^2\theta\to1/3$, $\kappa^2\to2/3$ and $k\tau=(R_0/r)^6$, which identifies $C=R_0^6/\tau$ in \eqref{simple}. Isotropic acceptors alone do not give $2/3$: an acceptor on the axis of the donor dipole receives energy four times as fast as one at the same distance on its equator, because the field there is twice as strong. For an aligned donor \eqref{pair} must therefore be used in place of $\kappa^2=2/3$.

Rates to different acceptors add because the final states with the excitation on acceptor $i$ and on acceptor $j$ are orthogonal, and the golden rule sums probabilities over orthogonal final states. This needs acceptors that are independent of one another and that do not alter the field \eqref{static} which reaches the others. With typical spacing $a\ll d$ the sum becomes an integral, and $d\ll1/k_1$ keeps the region that dominates the $r^{-6}$ integral in the near zone; the absorption of radiated light by distant acceptors is a separate process, discussed with the retarded solution below. Let the $z$ axis be the perpendicular from the acceptor set to the donor, with the donor at height $d$.

For a line along $x$ with $N_1$ acceptors per unit length, the vector from the donor is $\mathbf r=(x,0,-d)$ and $\cos^2\theta=(m_xx-m_zd)^2/r^2$. The cross term is odd in $x$ and integrates to zero, so $k=m_x^2k_x+m_y^2k_y+m_z^2k_z$, where the term 1 in \eqref{pair} has been written as $m_x^2+m_y^2+m_z^2$, and three directions suffice. Put $x=d\tan\varphi$, $r=d/\cos\varphi$, $dx=d\,d\varphi/\cos^2\varphi$, and let $I_j=\int_{-\pi/2}^{\pi/2}\cos^j\varphi\,d\varphi$. Integrating $\cos^{j-1}\varphi\cdot\cos\varphi$ by parts gives $I_j=(j-1)\int\cos^{j-2}\varphi\sin^2\varphi\,d\varphi=(j-1)(I_{j-2}-I_j)$, hence $I_j=I_{j-2}(j-1)/j$, and from $I_0=\pi$ follow $I_2=\pi/2$, $I_4=3\pi/8$, $I_6=5\pi/16$. Therefore
\begin{equation}
\int\frac{dx}{r^6}=\frac{I_4}{d^5}=\frac{3\pi}{8d^5},\qquad
\int\frac{d^2\,dx}{r^8}=\frac{I_6}{d^5}=\frac{5\pi}{16d^5},\qquad
\int\frac{x^2dx}{r^8}=\frac{3\pi}{8d^5}-\frac{5\pi}{16d^5}=\frac{\pi}{16d^5},
\end{equation}
the last because $x^2=r^2-d^2$. With $\cos^2\theta=x^2/r^2$, $0$ and $d^2/r^2$ for the three directions, in units of $N_1R_0^6/d^5$,
\begin{align}
k_x\tau&=\tfrac12\left(\tfrac{3\pi}{8}+\tfrac{3\pi}{16}\right)=\tfrac{9\pi}{32},&
k_y\tau&=\tfrac12\cdot\tfrac{3\pi}{8}=\tfrac{6\pi}{32},&
k_z\tau&=\tfrac12\left(\tfrac{3\pi}{8}+\tfrac{15\pi}{16}\right)=\tfrac{21\pi}{32}.
\label{line}
\end{align}
The mean over donor directions is $(9+6+21)\pi/96$, so
\begin{equation}
\bar k_{\rm line}\tau=\frac{3\pi}{8}\frac{N_1R_0^6}{d^5},
\end{equation}
in agreement with the first integral alone, as the isotropic pair law requires.

The pair rate is now expressed through measured spectra, and adding it over a line of acceptors gives a transfer rate proportional to $d^{-5}$. The sheet and the half-space remain, as does the comparison of the summed rates with the loss to a continuous absorbing medium.
